Nodal curvature and fixed-node error in carbon and silicon triplets

**Q:** Single-determinant quantum Monte Carlo with pseudopotentials tends to have a larger fixed-node error for carbon than for silicon. I was told that carbon's compact p orbitals bend the node, and that the bend makes the error. Can this be checked on something small?

**A:** Two valence electrons with parallel spins are enough to test the argument. Take C²⁺ in 2s2p and Si²⁺ in 3s3p, both ³P states of odd parity, with ccECP pseudopotentials. I use Hartree atomic units and the component M = 0. The Hartree-Fock spatial function, up to a constant, is

D = s(1)p(2) − p(1)s(2), with s = R_s(r) and p = z R_p(r)/r.

The pseudo-orbitals have no radial nodes, so I may divide by R_s and define

f(r) = R_p(r)/[r R_s(r)].

Then

D = R_s(r₁)R_s(r₂) N, N = z₂f(r₂) − z₁f(r₁).

The node is the five-dimensional surface N = 0. If f is constant, the node is the hyperplane z₁ = z₂. What matters is therefore the shape of p relative to s, not the size of p alone.

**Q:** How do you turn "bent" into a number?

**A:** By the rate at which the unit normal n = ∇N/|∇N| turns as one moves along the surface. Let H be the matrix of second derivatives of N. Differentiating n gives H/|∇N| minus a part along n, so within the surface the turning is described by

A = PHP/|∇N|, P = 1 − nnᵀ.

I take κ² = tr A². Since P² = P, this is tr(PHPH)/|∇N|². Inserting P and multiplying out,

κ² = [tr H² − 2 n·H²n + (n·Hn)²]/|∇N|².

N is a difference of one-electron terms, so H has one block per electron. For v = z f(r) = F(r)cosθ with F = rf, write c = cosθ and q = sinθ. The gradient along r and θ is (cF', −qf). The second derivatives are

rr: cF'' = c(2f' + rf'')
rθ: −q d(F/r)/dr = −qf'
θθ and φφ: c(F'/r − F/r²) = cf'.

Electron 1 enters N with the opposite sign. All entries vanish if f is constant.

The converse also holds. Put both electrons in the plane z = 0, which lies on the node. Only the rθ entries survive there, the gradients are (0, ∓f), and n·Hn = 0. With f₁ = f(r₁), f₂ = f(r₂),

κ² = [2f₁'² + 2f₂'² − 2(f₁'²f₁² + f₂'²f₂²)/(f₁² + f₂²)]/(f₁² + f₂²)
= 2(f₁'²f₂² + f₂'²f₁²)/(f₁² + f₂²)².

This is zero for all radii only if f' = 0 everywhere. For r₁ = r₂ = r it reduces to κ = |d ln f/dr|, the mismatch between the logarithmic slopes of R_p/r and R_s.

**Q:** And over the whole node?

**A:** An average needs a weight. I choose |∇D|², because D² close to the node is |∇D|² times the squared distance from it. On the node |∇D| = R_s(r₁)R_s(r₂)|∇N|. A surface integral is a volume integral with δ(N)|∇N|. Using t = F(r)cosθ for each electron, d(cosθ) = dt/F, and the delta function sets t₁ = t₂ = t. The weight for integration over r₁, r₂ and t is therefore

w = r₁²r₂² R_s²(r₁)R_s²(r₂)|∇N|³/[F(r₁)F(r₂)], |t| ≤ min[F(r₁), F(r₂)],

and the mean square curvature is ∫wκ²/∫w. For a Gaussian model, R_s = exp(−r²/2) and f = exp(−0.3r²), the integral gives a root-mean-square κ of 0.747 bohr⁻¹, and random points in a thin layer around the node give 0.750 bohr⁻¹.

**Q:** What do the two ions give?

**A:** The ratio of p to s rms radii is 0.973 in carbon and 1.135 in silicon, so carbon's p is indeed the more compact one relative to s. Let ℓ be the rms of the two orbital radii: 1.459 bohr for carbon and 2.235 bohr for silicon. At r = ℓ the slope d ln f/d ln r is about −0.98 and −0.45. Dividing by ℓ gives the curvature for two electrons at that radius in the plane z = 0:

C: 0.98/1.459 = 0.67 bohr⁻¹
Si: 0.45/2.235 = 0.20 bohr⁻¹.

The averages over the node are larger, 2.12 and 0.97 bohr⁻¹. In the dimensionless form κℓ they are 3.09 and 2.18, so the difference is not just one of size. However, about 91 % of the mean κ² in carbon, and somewhat over 80 % in silicon, comes from pairs with at least one electron inside ℓ/2. This average mostly reports the inner region, where the form of the pseudopotential matters. With the BFD and Stuttgart pseudopotentials the averages are 1.84 and 2.01 bohr⁻¹ for carbon, and 0.66 and 1.06 bohr⁻¹ for silicon. Carbon's node is the more curved one in all three cases, but the values themselves belong to the pseudopotential used.

**Q:** Carbon's node is more curved, then. Does that make it more wrong?

**A:** Not by itself. Switch off the repulsion between the electrons. D is then an exact eigenfunction and its node is exact. For carbon that node has κ = 2.14 bohr⁻¹, practically the same as before, and the computed fixed-node error is zero to within 0.001 microhartree.

A second case keeps the repulsion. In the p² triplet, ³P of even parity, the spatial function must be an axial vector built from r₁ and r₂. Its M = 0 component is

Ψ = (x₁y₂ − y₁x₂) G(r₁, r₂, r₁₂),

with G symmetric under exchange. The Hartree-Fock function has the same first factor, so its node is exact as long as G has no zeros. In full configuration interaction for the two ions, G kept one sign at all 1500 configurations sampled, which supports this condition without proving it. Yet the surface is curved. With ρ² = x² + y², the gradient has squared length ρ₁² + ρ₂². The second-derivative matrix squares to the unit matrix on the four coordinates involved, so tr H² = 4 and n·H²n = 1, while n·Hn is proportional to x₁y₂ − y₁x₂ and vanishes on the node. Hence κ² = (4 − 2)/(ρ₁² + ρ₂²), or

κ = √2/√(ρ₁² + ρ₂²).

Compact p orbitals put the electrons where this is large, and the error stays zero.

**Q:** How do you obtain an error for the sp case without running Monte Carlo?

**A:** By separating functions that keep the node from functions that can move it. Let a and b be one-electron factors, and let A(u,v) = u(1)v(2) − v(1)u(2). Writing out the four products on each side gives

A(sa,pb) + A(sb,pa) = D [a(1)b(2) + b(1)a(2)],
A(sa,pb) − A(sb,pa) = [s(1)p(2) + p(1)s(2)] [a(1)b(2) − b(1)a(2)].

The first kind vanishes wherever D does. The second kind need not. I minimize the energy in the first set, then in both together, and call the difference the fixed-node error. The factors are Gaussians times powers of r and spherical harmonics, with six radial functions and l ≤ 2.

The nonlocal pseudopotential is kept in full. This is a constrained variational energy, not the result of a diffusion Monte Carlo run with the locality approximation. As a difference between two energies in finite bases, it is an estimate and not a bound.

The smooth factors also leave something out. A fixed-node function may have a kink on the node, as |D| times an antisymmetric factor has, and smooth factors reproduce such a kink only slowly. Allowing it can only lower the node-keeping energy. A small, incomplete set of sixteen kinked functions lowers it by a few hundredths of a millihartree in each ion, which for silicon is a sizeable part of the error. The errors quoted below do not include this.

**Q:** And the result?

**A:** In hartree:

C²⁺: −3.868309 − (−3.869065) = 0.00076
Si²⁺: −2.625175 − (−2.625345) = 0.00017.

That is about 21 meV and 5 meV, or 10 % and 2 % of the correlation energy computed in the same basis.

The sizes are less secure than the order. With four radial functions the errors were 0.55 and 0.26 millihartree. Going from five to six changes them by only 0.001 millihartree, but the sixth function merely fills a gap between existing widths. A seventh, tighter function moves them to 0.85 and 0.15 millihartree, and nine functions give 0.86 and 0.15 (23 and 4 meV). With seven radial functions, raising l to 3 lowers them to 0.79 and 0.13 millihartree. The values above are therefore uncertain by about 0.1 millihartree in carbon and 0.04 in silicon. Carbon has the larger error in each of these bases, by a factor of about 2 with four radial functions, 4.4 with six and 5.5 to 6 with seven or more. Full configuration interaction in a separate Gaussian basis lies 0.6 and 0.5 millihartree above my free-node energies. It supports the total energies at that level but is too coarse to confirm the errors themselves.

**Q:** Carbon is also simply smaller. Could that be the reason?

**A:** Uniform compression can be tested in a model. Compress the one-electron potential v(r) to λ²v(λr), leave the repulsion as it is, and measure lengths in units reduced by λ. This also raises the core charge from 4 to 4λ, whereas real carbon and silicon both have 4, so the compressed ion is not simply a smaller real one. The Hamiltonian becomes

H = λ²[h + (1/λ)(1/r₁₂)].

The effective coupling is η = 1/λ. Both the exact function Ψ₀ and D differ from the non-interacting function by terms of order η, so Ψ₀ on the node of D is of order η. Choose a smooth χ of that order which equals Ψ₀ on this node. The trial function Ψ₀ − χ then has the node of D. Because (H − E₀)Ψ₀ = 0, its excess energy is

⟨χ|H − E₀|χ⟩/⟨Ψ₀ − χ|Ψ₀ − χ⟩.

Inside the square brackets of H this is of order η². The fixed-node error is the smallest excess energy that a function with this node can have, so it is at most of that order. The prefactor λ² cancels η², and the error stays bounded while κ grows as λ. For carbon with λ = 1, 2, 4, κ is 2.12, 4.25 and 8.52 bohr⁻¹, and the error is 0.76, 0.84 and 0.89 millihartree. Fourfold curvature comes with 17 % more error in the six-function basis, whose incompleteness for carbon, about 0.1 millihartree, is as large as these changes. The two increments, 0.084 and 0.046, shrink roughly as a correction proportional to 1/λ would. Uniform compactness of this kind is therefore not a promising explanation of the carbon-silicon difference.

**Q:** That leaves p being compact relative to s. Can you change that alone?

**A:** First as pure geometry. I hold carbon's s orbital fixed and stretch p by 1.167, which brings the p/s ratio to silicon's value. If compact p orbitals raised the curvature, κ should fall. It rises, from 2.12 to 2.30 bohr⁻¹. The formula for the plane z = 0 shows why no simple rule need hold: κ depends on f and f' at both radii, and a ratio of rms radii does not fix them. The rise comes from the inner region: over pairs with both electrons outside ℓ/2, κ falls from 1.50 to 1.36 bohr⁻¹. It also depends on the pseudopotential: with BFD the same kind of stretch lowers the full average from 1.83 to 1.73 bohr⁻¹.

Then I change the Hamiltonian with a Gaussian potential that acts on p waves only. In carbon it is repulsive, 1 hartree high with a range of 1 bohr, a crude stand-in for a p core. The p/s ratio rises to 1.139, κ rises to 2.37 bohr⁻¹, and the error falls from 0.76 to 0.66 millihartree. In silicon it is attractive, −0.5 hartree with a range of 1.5 bohr. The p/s ratio falls to 1.056, κ rises to 1.08 bohr⁻¹, and the error falls from 0.17 to 0.11 millihartree.

In both ions curvature goes up and the computed error goes down. Making silicon's p more compact lowers its error, the opposite of what the explanation predicts. Carbon's less compact p does go with a smaller error, but its average curvature rises. That rise is again an inner effect: the part of the mean κ² from pairs outside ℓ/2 falls from 0.41 to 0.28 bohr⁻², so outside the core carbon's case does not contradict the explanation. In silicon this outer part rises, from about 0.15 to 0.26 bohr⁻², while the error falls. The direction of both shifts persists with nine radial functions, from 0.86 to 0.77 millihartree in carbon and from 0.15 to 0.10 in silicon. The shifts are of the same order as the effects of higher l and of the kinks left out of the smooth basis, so their direction is shown only for smooth factors with l ≤ 2, and their size is uncertain.

**Q:** So what may I say about real carbon and silicon?

**A:** For these two triplets, carbon has the more compact p relative to s, the more curved node and the larger error. The three facts occur together, but the controlled changes do not support a chain of cause from the first to the third. The error depends on how far repulsion moves the exact node away from that of D, and on the energy cost of that shift. Which feature of carbon makes this cost larger is left open here.

Neutral atoms, molecules and crystals add something the triplets lack. These ions are doubly charged and have no opposite-spin valence electron. In a neutral atom with configuration s²p², mixing of s² with p² lets the position of a spin-down electron shift the node of the spin-up electrons, and a single determinant cannot follow that. I have not computed the size of this effect, so 21 and 5 meV should not be carried over to diamond or silicon crystals. For those, a direct test is to improve the trial node, for instance with several determinants, and see how far the energy drops with the pseudopotential and its treatment held fixed. The remaining values for the two ions are in the numerical output.

Table of computed values

```
model sp node: kappa formula 0.705229, numeric 0.705228 1/bohr
p2 node: kappa formula 1.084652, numeric 1.084652 1/bohr
model nodal average of kappa: integral 0.7466, sampled 0.7495 1/bohr
--- C2+ sp triplet, ccECP
rms radius s 1.4789, p 1.4383, ell 1.4587 bohr; p/s 0.9726
dlnf/dlnr at r=ell -0.9769
kappa 2.1175 1/bohr; kappa*ell 3.0888
share of kappa^2 with an electron inside ell/2: 0.908
HF energy radial -3.861495, Gaussian -3.861488 hartree
free-node energy -3.869065, Gaussian full CI -3.868487 hartree
HF-node energy -3.868309 hartree
correlation energy 7.5704 millihartree
fixed-node error 756.2 microhartree = 20.58 meV
  same, 5 radial factors: 754.9 microhartree
  4 radial factors: l<=2 545.8, l<=3 535.9 microhartree
error / correlation energy 9.99 %
full-CI node test, |cos|: sp 0.879325, p2 1.000000000
--- Si2+ sp triplet, ccECP
rms radius s 2.0901, p 2.3714, ell 2.2352 bohr; p/s 1.1346
dlnf/dlnr at r=ell -0.4476
kappa 0.9744 1/bohr; kappa*ell 2.1780
share of kappa^2 with an electron inside ell/2: 0.852
HF energy radial -2.617099, Gaussian -2.617016 hartree
free-node energy -2.625345, Gaussian full CI -2.624891 hartree
HF-node energy -2.625175 hartree
correlation energy 8.2467 millihartree
fixed-node error 170.8 microhartree = 4.65 meV
  same, 5 radial factors: 171.8 microhartree
  4 radial factors: l<=2 264.7, l<=3 289.7 microhartree
error / correlation energy 2.07 %
full-CI node test, |cos|: sp 0.920761, p2 1.000000000
--- carbon over silicon
kappa ratio 2.173; kappa*ell ratio 1.418
fixed-node error ratio 4.428
--- controlled changes
C, p stretched x1.1666 at fixed s: p/s 1.1346, kappa 2.2999 1/bohr, kappa*ell 3.6373
C, no repulsion: kappa 2.1358 1/bohr, error -0.0010 microhartree
C, p-only term 1.0 hartree, range 1.0 bohr: p/s 1.1394
  kappa 2.3735 1/bohr, kappa*ell 3.7521, inner share 0.951
  error 663.7 microhartree (unchanged ion 756.2)
Si, p-only term -0.5 hartree, range 1.5 bohr: p/s 1.0562
  kappa 1.0808 1/bohr, kappa*ell 2.3223, inner share 0.775
  error 112.4 microhartree (unchanged ion 170.8)
C compressed x2: kappa 4.2510 1/bohr, error 840.6 microhartree
C compressed x4: kappa 8.5216 1/bohr, error 886.6 microhartree
```
